Spin-flip excitations for two electrons in two orbitals: triplet oxygen

**The question**

Molecular oxygen is used as an oxidant in oxide deposition. Its ground state is a triplet, with two electrons in a pair of π* orbitals. Call these orbitals 1 and 2. They are real, orthonormal and the same for both spins. All lower orbitals c are doubly occupied and frozen, and form the spin-zero state |core>. The high-spin reference and the determinants with zero spin projection are

|T+> = a†(1↑) a†(2↑) |core>,
D_pq = a†(p↑) a†(q↓) |core>.

Integrals (pq|rs) have the charge distribution pq of one electron first and rs of the other second. Write J11 = (11|11), J22 = (22|22), J12 = (11|22) and K = (12|12). The Hamiltonian is free of spin operators until part (f).

**(a) Apply every operator a†(p↓)a(q↑), with p and q in {1,2}, to |T+>. Which part of the M_S = 0 space is reached? What changes if a third orbital is open to the two electrons?**

*Answer.* Operators of different spin orbitals anticommute, and a(2↑)|core> = 0. Removing an electron from |T+> therefore gives

a(2↑)|T+> = −a†(1↑) a(2↑) a†(2↑)|core> = −a†(1↑)|core>,
a(1↑)|T+> = +a†(2↑)|core>.

Adding the spin-down electron and moving its operator to the right costs one more sign:

a†(p↓)a(2↑)|T+> = −a†(p↓)a†(1↑)|core> = +D_1p,
a†(p↓)a(1↑)|T+> = +a†(p↓)a†(2↑)|core> = −D_2p.

With p = 1, 2 these are D_11, D_12, −D_21 and −D_22. An M_S = 0 determinant has one active electron of each spin, so there are 2 × 2 = 4 of them. Each is reached once, and the space is complete.

With n orbitals there are n² such determinants but 2n flips, since q must be 1 or 2. For n = 3 this is 6 of 9. The missing ones have their spin-up electron in orbital 3. Spin purity then suffers: D_13 is present, but its partner D_31 is not. As D_13 is an equal mixture of a singlet and a triplet, it has <S²> = 1 in units of ħ², where a pure state has 0 or 2. In one case with random integrals, the worst eigenstate of the six-determinant space missed the nearer pure value by 0.93. For two electrons, the flips are therefore complete only when exactly two orbitals are open.

**(b) Find the matrix elements of H between the D_pq.**

*Answer.* An active electron meets both electrons of each core pair through the Coulomb term, and the one of its own spin through exchange. With h⁰ for kinetic energy and nuclear attraction, the effective one-electron matrix is

h_pq = h⁰_pq + Σ_c [2(pq|cc) − (pc|cq)].

It is the same for both spins because the core is closed. The energy of the core and the nuclear repulsion form a constant E_core.

The interaction of the two active electrons is ½ Σ (pr|qs) a†(pσ)a†(qτ)a(sτ)a(rσ), summed over orbitals and spins. Only opposite spins contribute here. The choices σ = ↑, τ = ↓ and σ = ↓, τ = ↑ are equal after relabelling, which cancels the ½. Since

a(s↓) a(r↑) D_rs = |core>,

the interaction turns D_rs into D_pq with amplitude +(pr|qs). A one-electron term moves one electron and leaves the other in place. Hence

<D_pq|H|D_rs> = E_core δ_pr δ_qs + h_pr δ_qs + h_qs δ_pr + (pr|qs).

**(c) Separate the spins and obtain the equation for the singlet energies. In what sense are they exact?**

*Answer.* In units of ħ, the spin-lowering operator acts here as the sum of the two flips with p = q. From part (a),

S₋|T+> = D_12 − D_21 = √2 T0, with T0 = (D_12 − D_21)/√2.

T0 is thus the M_S = 0 partner of the reference. The remaining states are D_11, D_22 and S0 = (D_12 + D_21)/√2. The raising operator S₊ annihilates D_11 and D_22 by the Pauli principle. It also annihilates S0, because S₊D_12 = |T+> and S₊D_21 = −|T+>. A state with M_S = 0 and S₊ψ = 0 is a singlet, as S² = S₋S₊ + S_z² + S_z in the same units.

The formula of part (b) gives D_12 and D_21 the same diagonal element, E_core + h11 + h22 + J12, and the coupling (12|21) = K. Therefore

E_T = E_core + h11 + h22 + J12 − K,
E(S0) = E_core + h11 + h22 + J12 + K.

D_11 has the same coupling, h12 + (11|12), to D_12 and to D_21. It cancels in T0 and is multiplied by 2/√2 = √2 in S0. The same holds for D_22. In the order D_11, D_22, S0, the singlet matrix is E_core times the unit matrix plus

[ 2h11 + J11, K, √2(h12 + (11|12)) ]
[ K, 2h22 + J22, √2(h12 + (22|12)) ]
[ √2(h12 + (11|12)), √2(h12 + (22|12)), h11 + h22 + J12 + K ].

Its three eigenvalues are the singlet energies of the complete active space, because no M_S = 0 determinant of that space is missing. A rotation of orbitals 1 and 2 among themselves mixes the four determinants without changing their span, so the energies stay the same. They do depend on which two orbitals are active and on the frozen core. They are neither full configuration interaction in the basis nor energies with orbitals optimized for the singlets.

**(d) Use the axial symmetry of O2 to solve the singlet problem. What does a single determinant give?**

*Answer.* Let orbitals 1 and 2 vary as cos φ and sin φ around the axis. Reflection φ → −φ changes the sign of orbital 2, so h12, (11|12) and (22|12) vanish. Rotation by 90° gives h11 = h22 and J11 = J22. Rotation by 45° gives the equivalent pair 1' = (1 + 2)/√2 and 2' = (2 − 1)/√2, whose product is 1'2' = (22 − 11)/2. Hence

K' = ¼(J11 + J22 − 2J12) = ½(J11 − J12).

By symmetry K' = K, so J11 = J12 + 2K. Relative to E_T, a closed-shell determinant then has the energy

(2h11 + J11) − (2h11 + J12 − K) = 3K,

while S0 lies at 2K. D_11 and D_22 are coupled by K, so their combinations are

(D_11 − D_22)/√2 at 3K − K = 2K,
(D_11 + D_22)/√2 at 3K + K = 4K.

The first varies as cos(φa + φb) in the angles of the two electrons, and S0 varies as sin(φa + φb). Together they form the degenerate ¹Δ state. The second varies as cos(φa − φb) and is ¹Σ⁺.

D_11 alone, at 3K, is halfway between ¹Δ and ¹Σ⁺. D_12 alone, at K, is halfway between the triplet and ¹Δ. Neither is an eigenstate.

**(e) A surface or ligand field splits the orbital energies by δ, so that h11 = h̄ − δ/2 and h22 = h̄ + δ/2. Hold the two-electron integrals fixed. When does the triplet cease to be the ground state?**

*Answer.* E_T contains h11 + h22 and does not move; nor does S0. The closed-shell determinants shift to 3K − δ and 3K + δ, still coupled by K:

E± − E_T = 3K ± √(δ² + K²).

For small δ the lower root is 2K − δ²/(2K). For large δ it approaches 3K − δ, the energy of D_11. It reaches the triplet when δ² + K² = 9K², that is, at

δ = 2√2 K.

The weight of D_11 in the lower state is ½[1 + δ/√(δ² + K²)]. At the crossing it is ½(1 + 2√2/3) = 0.97, so the singlet is by then nearly a single closed shell.

**(f) Evaluate the results for O2 with a bond length of 0.121 nm and judge them for a process at 600 K and 1 Torr. Restricted open-shell Hartree-Fock in the cc-pVDZ basis gives, in hartree, E_core = −148.001194, h11 = h22 = −1.076889, J11 = 0.618663, J12 = 0.571144 and K = 0.023760.**

*Answer.* The triplet energy is

E_T = −148.001194 − 2(1.076889) + 0.571144 − 0.023760 = −149.607588 hartree.

The integrals obey the symmetry relation: J11 − J12 = 0.047519 hartree, against 2K = 0.047520, equal within rounding. With K = 0.6465 eV,

¹Δ: 2K = 1.293 eV (959 nm),
¹Σ⁺: 4K = 2.586 eV.

A separate active-space diagonalization in the same orbitals agrees to 6 × 10⁻¹⁴ hartree. The lone determinants D_11 and D_12 lie at 1.940 and 0.647 eV.

*The real molecule.* The measured gaps are roughly 1.0 and 1.6 eV, so the model is too high, most of all for ¹Σ⁺. The assumptions that fail are the frozen set of other valence electrons and the exclusion of the empty σ* orbital. In the same Hartree-Fock orbitals, unfreezing the valence electrons alone overshoots, to 0.78 and 1.27 eV, and opening σ* as well brings the gaps to 0.95 and 1.46 eV. An active space of 12 electrons in 8 orbitals, with orbitals optimized for the triplet, gives 0.970 and 1.505 eV at the same bond length in the cc-pVDZ basis. The cc-pVTZ basis raises these two gaps by 0.006 and 0.014 eV. Relative to the cc-pVDZ values the two-orbital gaps are too high by 0.32 and 1.08 eV, and the ratio of the gaps falls from 2 to 1.55. The larger calculation still omits correlation outside the valence orbitals.

The other effects tested are smaller. Orbitals optimized for the average of the three singlets, with the triplet energy held at its own value, lower the gaps to 1.288 and 2.564 eV. The cc-pVTZ basis changes the ¹Δ gap of the two-orbital model by 0.001 eV. The nuclear spin-orbit term couples ¹Σ⁺ to T0 by 32 meV, which lowers T0 by 32²/2586 = 0.40 meV. Screening by the other electrons is left out, which makes the coupling too large; a mean-field estimate of the screening lowers it to about 20 meV. The model gap in the denominator is also too large, which acts the other way: with the full-valence gap the unscreened coupling would give about 0.7 meV and the screened one about 0.3 meV. All these values are far below the errors of the gaps.

*Thermal population.* The triplet has three components and ¹Δ has two. If rotational and vibrational factors are taken as equal and the gas is in equilibrium, then for a gap much larger than kT

p(¹Δ) ≈ (2/3) p exp(−gap/kT), with kT = 0.0517 eV.

At 1 Torr this gives 9.2 × 10⁻¹² Torr with the model gap and 4.8 × 10⁻⁹ Torr with the full-valence gap. The second value is good only to its order of magnitude. The full-valence gap in the cc-pVTZ basis would lower it by about 11%, while orbitals optimized for ¹Δ would raise it by about 16%. Both gaps also refer to a fixed bond length. In the full-valence cc-pVDZ calculation, giving each state its own bond length, harmonic vibration and rotation raises the pressure by a factor of about 1.6. The difference of 0.32 eV between the two gaps becomes a factor of about 520, yet either way the thermal gas is almost purely triplet. A plasma or optical excitation breaks the equilibrium assumption, and these pressures then do not apply.

*The crossing.* The model puts it at δ = 2√2 K = 1.83 eV. This can be corrected roughly for correlation. In part (e), δ couples the ¹Δ component (D_11 − D_22)/√2 to ¹Σ⁺, and the lower root reaches the triplet when δ² equals the product of the two gaps. In the model this is 2K × 4K = 8K², as before. With the full-valence gaps,

δ ≈ √(0.970 × 1.505) eV = 1.21 eV,

if the coupling itself remains δ. It does so only roughly. When only the π* pair is split in the full-valence space, the coupling is 0.93δ, the crossing lies at 1.29 eV, and the leading determinant has weight 0.91 there. A field varying as x² − y², which also splits the filled π pair, puts the crossing at 1.20 eV. A real surface can also exchange charge with the molecule and alter K, so none of these values is a threshold for adsorbed oxygen.

Calculated quantities

```
Flips from triplet, two orbitals: 4 of 4 determinants
Flips from triplet, three orbitals: 6 of 9 determinants
Three orbitals, largest error of <S^2>: 0.927 (hbar^2)
O2 bond length (input): 0.121 nm
Temperature (input): 600 K; O2 pressure (input): 1.0 Torr
O2, triplet orbitals, cc-pVDZ:
  core energy with nuclear repulsion: -148.001194 hartree
  h11 = -1.076889 hartree, h22 = -1.076889 hartree
  J11 = 0.618663 hartree, J12 = 0.571144 hartree
  K = 0.023760 hartree = 0.6465 eV
  triplet energy: -149.607588 hartree
  singlet Delta, first, above triplet: 0.047520 hartree = 1.2931 eV
  singlet Delta, second, above triplet: 0.047520 hartree = 1.2931 eV
  singlet Sigma+, above triplet: 0.095039 hartree = 2.5861 eV
  largest deviation from separate CASCI: 5.7e-14 hartree
  wavelength of first gap: 959 nm
  lone closed-shell determinant above triplet: 1.9396 eV
  lone up-down determinant above triplet: 0.6465 eV
  orbital splitting at singlet-triplet crossing: 1.8287 eV
Neglected effects:
  full-valence Delta gap: 0.9699 eV
  full-valence Sigma+ gap: 1.5052 eV
  full-valence ratio Sigma+/Delta: 1.552
  model minus full-valence, Delta: 0.3232 eV
  model minus full-valence, Sigma+: 1.0810 eV
  singlet-relaxed orbitals, Delta gap: 1.2875 eV
  singlet-relaxed orbitals, Sigma+ gap: 2.5640 eV
  cc-pVTZ model Delta gap: 1.2940 eV
  unscreened spin-orbit coupling Sigma+/triplet: 32.25 meV
  spin-orbit shift of triplet M_S=0 level: -0.402 meV
  thermal energy kT: 0.0517 eV
  singlet Delta pressure, model gap: 9.17e-12 Torr
  singlet Delta pressure, full-valence gap: 4.76e-09 Torr
  ratio of the two pressures: 518.61
```
